# The third-order dispersion energy of three spherical atoms

Three neutral atoms, numbered 1, 2, 3, have their nuclei fixed at the corners of a triangle with sides $R_{12},R_{23},R_{31}$ and interior angles $\theta_1,\theta_2,\theta_3$. Each atom has a non-degenerate, spherically symmetric ground state. The atoms are far enough apart for overlap and exchange to be neglected, yet close enough for the coupling to be treated as instantaneous. Only the dipole-dipole part of the coupling is kept:

$$V=V_{12}+V_{23}+V_{31},\qquad V_{ij}=\boldsymbol\mu_i\cdot D_{ij}\,\boldsymbol\mu_j,\qquad D_{ij}=\frac{1-3\,\mathbf n_{ij}\mathbf n_{ij}^{T}}{R_{ij}^3}.$$

Here $\boldsymbol\mu_i$ is the dipole operator of atom $i$, and $\mathbf n_{ij}$ is the unit vector from $i$ to $j$. Hartree atomic units are used. The unperturbed Hamiltonian $H_0$ is the sum of the three atomic Hamiltonians, and sums over states include the continuum.

## (a) Which products of couplings survive?

**Problem.** Find the third-order energy in $V$ and decide which products of pair couplings contribute. Show that the second-order energy is a sum of pair energies.

**Solution.** Let $|0\rangle$ be the product of the atomic ground states and $\Delta_m>0$ the excitation energy of the product state $|m\rangle$. Write the perturbed state as $|0\rangle+|\psi_1\rangle+|\psi_2\rangle+\dots$, with all corrections orthogonal to $|0\rangle$. Projecting the Schrödinger equation on $\langle0|$ gives $E_n=\langle0|V|\psi_{n-1}\rangle$, with $|\psi_0\rangle=|0\rangle$.

A non-degenerate atomic ground state has definite parity and the dipole operator is odd, so no atom has a permanent dipole and $E_1=V_{00}=0$. Projecting the first- and second-order equations on $\langle m|\neq\langle0|$ then gives

$$\langle m|\psi_1\rangle=-\frac{V_{m0}}{\Delta_m},\qquad
\langle m|\psi_2\rangle=-\frac{\langle m|V|\psi_1\rangle}{\Delta_m}=\sum_{n\ne0}\frac{V_{mn}V_{n0}}{\Delta_m\Delta_n}.$$

Therefore

$$E_2=-\sum_{m\neq0}\frac{|V_{0m}|^2}{\Delta_m},\qquad
E_3=\sum_{m,n\ne0}\frac{V_{0m}V_{mn}V_{n0}}{\Delta_m\Delta_n}.$$

The two minus signs in $|\psi_2\rangle$ cancel, so the prefactor of $E_3$ is positive. Its numerator is a product of three matrix elements and not a squared modulus, so $E_3$, unlike $E_2$, has no fixed sign.

Each atom must start and end in its ground state. Since every dipole operator changes its parity, it must be acted on an even number of times.

- In $E_2$, a cross product such as $V_{12}V_{23}$ acts once on atom 1 and vanishes. Only squares of pair couplings remain, so $E_2$ is pairwise additive.
- In $E_3$, three factors $V_{12}$ act three times on atoms 1 and 2, and vanish.
- Two factors $V_{12}$ and one $V_{23}$ act once on atom 3, and vanish.
- One factor of each coupling acts twice on every atom, and is allowed.

The whole third-order energy in this dipole model is thus a three-body energy, made of the six orderings of $V_{12},V_{23},V_{31}$.

## (b) Sum the six orderings

**Problem.** Separate the geometry from the atomic properties and add the energy denominators.

**Solution.** An atom touched twice goes from its ground state to an excited level $k$ and back. Let $\varepsilon_k$ be the excitation energy of that level. Summed over its degenerate sublevels, the atom contributes

$$S_{pq}=\sum_{\text{sublevels}}\langle0|\mu_p|k\rangle\langle k|\mu_q|0\rangle ,\qquad p,q=x,y,z .$$

Neither the ground state nor the complete set of sublevels singles out a direction, so $S$ is unchanged by rotations. A half-turn about $z$ reverses the sign of $S_{xz}$ and $S_{yz}$, which must therefore vanish. A half-turn about $x$ does the same for $S_{xy}$. Quarter-turns make the diagonal elements equal. Hence $S_{pq}=\delta_{pq}d_k^2$, where $d_k^2$ is the $z$-dipole strength of the level.

The Kronecker delta of each atom joins the two tensors that meet there. Every ordering carries the same geometric factor,

$$\sum_{pqr}(D_{12})_{pq}(D_{23})_{qr}(D_{31})_{rp}=\mathrm{Tr}(D_{12}D_{23}D_{31}).$$

Now choose one excited level for each atom, with energies $\varepsilon_1,\varepsilon_2,\varepsilon_3$ and strengths $d_1^2,d_2^2,d_3^2$. Suppose that $V_{12}$ acts first, $V_{23}$ second and $V_{31}$ last. After the first step atoms 1 and 2 are excited. The second step returns atom 2 to its ground state, because nothing acts on it later, and excites atom 3. The last step returns atoms 1 and 3. The denominator is $(\varepsilon_1+\varepsilon_2)(\varepsilon_1+\varepsilon_3)$, and the reversed ordering has the same one. Atom 1 is the atom shared by the first and last couplings. Letting each atom play this part in turn gives

$$2\left[\frac1{(\varepsilon_1+\varepsilon_2)(\varepsilon_1+\varepsilon_3)}+\frac1{(\varepsilon_2+\varepsilon_1)(\varepsilon_2+\varepsilon_3)}+\frac1{(\varepsilon_3+\varepsilon_1)(\varepsilon_3+\varepsilon_2)}\right].$$

Over the common denominator the numerators are $\varepsilon_2+\varepsilon_3$, $\varepsilon_1+\varepsilon_3$ and $\varepsilon_1+\varepsilon_2$. They add to $2(\varepsilon_1+\varepsilon_2+\varepsilon_3)$, so

$$E_3=\mathrm{Tr}(D_{12}D_{23}D_{31})\sum_{\text{levels}}\frac{4\,d_1^2d_2^2d_3^2\,(\varepsilon_1+\varepsilon_2+\varepsilon_3)}{(\varepsilon_1+\varepsilon_2)(\varepsilon_2+\varepsilon_3)(\varepsilon_3+\varepsilon_1)} .$$

## (c) Evaluate the geometric factor

**Problem.** Express the trace through the sides and interior angles.

**Solution.** Write $\mathbf a=\mathbf n_{12}$, $\mathbf b=\mathbf n_{23}$, $\mathbf c=\mathbf n_{31}$, which run around the triangle in one sense. Since $\mathrm{Tr}\,\mathbf a\mathbf a^T=1$ and $\mathrm{Tr}(\mathbf a\mathbf a^T\mathbf b\mathbf b^T)=(\mathbf a\cdot\mathbf b)^2$,

$$\begin{aligned}
T&\equiv\mathrm{Tr}\big[(1-3\mathbf a\mathbf a^T)(1-3\mathbf b\mathbf b^T)(1-3\mathbf c\mathbf c^T)\big]\\
&=3-9+9\big[(\mathbf a\cdot\mathbf b)^2+(\mathbf b\cdot\mathbf c)^2+(\mathbf c\cdot\mathbf a)^2\big]-27(\mathbf a\cdot\mathbf b)(\mathbf b\cdot\mathbf c)(\mathbf c\cdot\mathbf a).
\end{aligned}$$

At corner 2 the vector $\mathbf a$ points into the corner and $\mathbf b$ out of it. The interior angle lies between $-\mathbf a$ and $\mathbf b$, so $\mathbf a\cdot\mathbf b=-\cos\theta_2$. Likewise $\mathbf b\cdot\mathbf c=-\cos\theta_3$ and $\mathbf c\cdot\mathbf a=-\cos\theta_1$. With $c_i=\cos\theta_i$ and $P=c_1c_2c_3$, the product of the three scalar products is $-P$, and

$$T=-6+9(c_1^2+c_2^2+c_3^2)+27P.$$

The angles add to $\pi$, so $c_3=-\cos(\theta_1+\theta_2)=\sin\theta_1\sin\theta_2-c_1c_2$. Moving $c_1c_2$ to the left and squaring gives

$$c_3^2+2P+c_1^2c_2^2=(1-c_1^2)(1-c_2^2)=1-c_1^2-c_2^2+c_1^2c_2^2,$$

or $c_1^2+c_2^2+c_3^2=1-2P$. Thus $T=-6+9-18P+27P=3(1+3P)$, and

$$\mathrm{Tr}(D_{12}D_{23}D_{31})=\frac{3(1+3\cos\theta_1\cos\theta_2\cos\theta_3)}{(R_{12}R_{23}R_{31})^3}.$$

## (d) Find the coefficient from polarizabilities

**Problem.** Write the atomic factor as an integral over dipole polarizabilities at imaginary frequency, and find its sign.

**Solution.** Combining (b) and (c) gives the Axilrod-Teller-Muto energy

$$E_3=C_9\,\frac{1+3\cos\theta_1\cos\theta_2\cos\theta_3}{(R_{12}R_{23}R_{31})^3},$$

$$C_9=12\sum_{\text{levels}}\frac{d_1^2d_2^2d_3^2(\varepsilon_1+\varepsilon_2+\varepsilon_3)}{(\varepsilon_1+\varepsilon_2)(\varepsilon_2+\varepsilon_3)(\varepsilon_3+\varepsilon_1)}>0 .$$

The sign follows because all excitation energies from the ground state are positive.

To find the polarizability, apply a weak field $F\cos\nu t$ along $z$ to one atom, with perturbation $-\mu_zF\cos\nu t$. With the ground-state energy set to zero, the first-order amplitude of state $k$ obeys

$$i\dot c_k=\varepsilon_kc_k-F\langle k|\mu_z|0\rangle\cos\nu t .$$

Its driven solution is

$$c_k=\frac{F\langle k|\mu_z|0\rangle}{2}\left[\frac{e^{-i\nu t}}{\varepsilon_k-\nu}+\frac{e^{i\nu t}}{\varepsilon_k+\nu}\right].$$

The induced dipole $2\,\mathrm{Re}\sum_k\langle0|\mu_z|k\rangle c_k$ equals $\alpha(\nu)F\cos\nu t$ with $\alpha(\nu)=\sum_k2\varepsilon_kd_k^2/(\varepsilon_k^2-\nu^2)$. Setting $\nu=i\omega$,

$$\alpha(i\omega)=\sum_k\frac{2\varepsilon_kd_k^2}{\varepsilon_k^2+\omega^2}.$$

The integral needed has three such denominators. For two, partial fractions give

$$K(x,y)=\int_0^\infty\!\frac{d\omega}{(x^2+\omega^2)(y^2+\omega^2)}=\frac{1}{y^2-x^2}\left(\frac{\pi}{2x}-\frac{\pi}{2y}\right)=\frac{\pi}{2xy(x+y)}.$$

Splitting the factors with $y$ and $z$ in the same way gives for three

$$\begin{aligned}
J&=\frac{K(x,y)-K(x,z)}{z^2-y^2}
=\frac{\pi}{2x(z^2-y^2)}\,\frac{z(x+z)-y(x+y)}{yz(x+y)(x+z)}\\
&=\frac{\pi(x+y+z)}{2xyz(x+y)(y+z)(z+x)},
\end{aligned}$$

because $z(x+z)-y(x+y)=(z-y)(x+y+z)$. Equal arguments follow by continuity. With $x,y,z=\varepsilon_1,\varepsilon_2,\varepsilon_3$, the product of three polarizabilities integrates to $\sum8\varepsilon_1\varepsilon_2\varepsilon_3d_1^2d_2^2d_3^2J$. Multiplication by $3/\pi$ reproduces the level sum, with prefactor $3\cdot8/2=12$:

$$C_9=\frac3\pi\int_0^\infty\alpha_1(i\omega)\,\alpha_2(i\omega)\,\alpha_3(i\omega)\,d\omega .$$

The numerical check diagonalizes three different eight-level atoms in their full product space. The cubic part of the energy yields $C_9=17.0859$ a.u. for both an acute and an obtuse triangle, in agreement with the integral.

## (e) When is the energy repulsive?

**Problem.** Find the sign for equilateral and collinear trimers, interpret it, and locate the sign change for isosceles triangles.

**Solution.** If the triangle is enlarged by a factor $s$ at fixed shape, $E_3\propto s^{-9}$. A positive $E_3$ therefore falls on expansion and is called repulsive; a negative one is attractive. This concerns uniform scaling and not the force along one chosen side.

For the equilateral triangle each cosine is $1/2$, and the angular factor is $1+3/8=11/8$: repulsive. For three atoms on a line, whatever their spacing, the angles are $0,0,\pi$. The factor is $1-3=-2$: attractive.

The directions of the dipoles show where the signs come from. On a line all three tensors, multiplied by their $R^3$, are $-2$ along the axis and $+1$ in each transverse direction. The trace is $(-2)^3+1+1=-6$, dominated by axial dipoles. For the equilateral triangle the out-of-plane direction gives $+1$ and the in-plane directions give the remaining $33/8-1=25/8$.

A classical picture fits the purely axial and out-of-plane parts. Axial dipoles pointing the same way lower all three pair energies together. Out-of-plane dipoles lower a pair energy when antiparallel, but three of them cannot all be mutually antiparallel. Correlation among three atoms is favoured in the first case and frustrated in the second.

For an isosceles triangle with apex angle $\gamma$, the base angles are $(\pi-\gamma)/2$ and their squared cosine is $\sin^2(\gamma/2)=(1-\cos\gamma)/2$. With $u=\cos\gamma$ the energy vanishes when

$$1+\tfrac32u(1-u)=0\;\Longleftrightarrow\;3u^2-3u-2=0,\qquad u=\frac{3-\sqrt{33}}6 .$$

The other root exceeds 1. The sign changes at $\gamma=117.2^\circ$, and the energy is attractive for all larger apex angles, so a trimer need not be straight for the three-body term to attract.

## (f) How large is it for a simple model?

**Problem.** Three identical isotropic Drude atoms, each a charge bound harmonically in three dimensions, have static polarizability $\alpha=10$ a.u. and frequency $\omega_0=0.5$ hartree. Compare the pair and triple-dipole energies for an equilateral triangle of side 10 bohr and for a line with neighbour distance 10 bohr.

**Solution.** The dipole of a harmonic oscillator links its ground state only to the one-quantum level, so $\varepsilon=\omega_0$ and $\alpha=2d^2/\omega_0$, or $d^2=\alpha\omega_0/2$.

For a pair, $E_2=-\mathrm{Tr}(D_{12}^2)\,d^4/(2\omega_0)$. The trace is $(4+1+1)/R^6$, so $E_2=-C_6/R^6$ with

$$C_6=\frac{3d^4}{\omega_0}=\frac34\alpha^2\omega_0=37.5\ \text{a.u.}$$

The level sum in (d) gives

$$C_9=12d^6\frac{3\omega_0}{8\omega_0^3}=\frac{9}{16}\alpha^3\omega_0=281.25\ \text{a.u.}$$

Thus $C_9=\tfrac34\alpha C_6$ for identical one-oscillator atoms.

For the equilateral triangle,

$$E_3=\frac{281.25\times1.375}{10^9}=0.387\times10^{-6}\ \text{hartree},$$

or 10.5 µeV. The pair sum is $-3\times37.5/10^6=-112.5\times10^{-6}$ hartree. The three-body term cancels 0.34 % of it.

For the line the sides are 10, 10 and 20 bohr, and the cube of their product is $8\times10^9$. Hence

$$E_3=\frac{281.25\times(-2)}{8\times10^9}=-0.0703\times10^{-6}\ \text{hartree},$$

or $-1.9$ µeV. The pair sum is $-37.5\times10^{-6}(2+1/64)=-75.6\times10^{-6}$ hartree, and the three-body term strengthens it by 0.09 %. The angular factor is larger in magnitude than for the triangle, 2 against 1.375, but the long third side divides the energy by eight, so $|E_3|$ is $8\times1.375/2=5.5$ times smaller.

## (g) What does third order leave out?

**Problem.** The dipole-coupled Drude model can be solved by normal modes. Use it to find the leading correction to $E_3$, and state what the model itself omits.

**Solution.** Let $\mathbf u$ collect the nine mass-weighted displacements, so that the free potential energy is $\omega_0^2\mathbf u^2/2$. A static field must induce the dipole $\alpha F$, which requires $\boldsymbol\mu=\sqrt\alpha\,\omega_0\mathbf u$. Let $\mathbb D$ be the $9\times9$ matrix with blocks $D_{ij}$ and zero diagonal blocks. The potential energy is $\tfrac12\omega_0^2\,\mathbf u^T(1+\alpha\mathbb D)\mathbf u$, and the shift of the zero-point energy is

$$E=\frac{\omega_0}2\mathrm{Tr}\left[\sqrt{1+\alpha\mathbb D}-1\right]
=\frac{\omega_0}2\mathrm{Tr}\left[-\frac{\alpha^2\mathbb D^2}{8}+\frac{\alpha^3\mathbb D^3}{16}-\frac{5\alpha^4\mathbb D^4}{128}+\dots\right],$$

since $\mathrm{Tr}\,\mathbb D=0$. In $\mathrm{Tr}\,\mathbb D^3$ a closed walk around the triangle has three starting points and two senses, giving $6\,\mathrm{Tr}(D_{12}D_{23}D_{31})$. The cubic coefficient is $6\times3\,\alpha^3\omega_0/32=9\alpha^3\omega_0/16$, again $C_9$.

A closed four-step walk that visits all three atoms uses two sides twice each. For each middle atom $b$, with neighbours $a$ and $c$, there are four such walks. Each contributes

$$\mathrm{Tr}(D_{ab}^2D_{bc}^2)=\frac{\mathrm{Tr}[(1+3\mathbf n_{ab}\mathbf n_{ab}^T)(1+3\mathbf n_{bc}\mathbf n_{bc}^T)]}{(R_{ab}R_{bc})^6}=\frac{9(1+\cos^2\theta_b)}{(R_{ab}R_{bc})^6}.$$

The fourth-order three-body energy is therefore negative for every shape:

$$E_4^{(3)}=-\frac{45}{64}\,\omega_0\alpha^4\sum_b\frac{1+\cos^2\theta_b}{(R_{ab}R_{bc})^6}.$$

For the equilateral triangle the sum is $3.75/R^{12}$, so $E_4^{(3)}/E_3\approx-3.4\,\alpha/R^3$. For the equally spaced line the sum is $(2+4/64)/R^{12}$, and the ratio is about $+10.3\,\alpha/R^3$. At 10 bohr, where $\alpha/R^3=0.01$, these predict $-3.4\,\%$ and $+10.3\,\%$ of $E_3$. The normal-mode energies, after subtraction of the pair energies, differ from $E_3$ by $-3.3\,\%$ and $+10.4\,\%$. At 40 bohr the differences are $-0.05\,\%$ and $+0.16\,\%$.

| Apex angle | $E_3$ ($10^{-6}$ hartree) | Full three-body energy ($10^{-6}$ hartree) |
|---|---:|---:|
| 60° | 0.387 | 0.374 |
| 90° | 0.099 | 0.095 |
| 120° | −0.007 | −0.012 |
| 180° | −0.070 | −0.078 |

These values are for equal sides of 10 bohr. At 120° the angular factor nearly cancels the third-order term, and fourth order supplies a large share of the small total.

The normal-mode result is exact for this model only. Real atoms also have higher multipoles. If one atom makes a quadrupole transition up and down, its two couplings each fall as $R^{-4}$ and the third as $R^{-3}$, giving a third-order term in $R^{-11}$. At large distance this outweighs the $R^{-12}$ correction above, unless the terms with the quadrupole on atom 1, 2 or 3 cancel. They do so for identical atoms on a line. There each term is proportional to the distance between the other two atoms, divided by $(R_{12}R_{23}R_{31})^4$. The dipole-quadrupole coupling changes sign when its direction is reversed, so the term of the middle atom has the opposite sign to those of the end atoms, and the two shorter distances add up to the longest. At short distance overlap and exchange invalidate the expansion. When $R$ is no longer small compared with the speed of light divided by a typical excitation frequency, the coupling can no longer be treated as instantaneous. For the Drude atoms of (f) this length is $c/\omega_0\approx274$ bohr, but the relative retardation correction grows roughly as $R^2$ and is felt well before that. At 40 bohr it already reduces $|E_3|$ by about $0.6\,\%$ for the triangle and $3\,\%$ for the line, more than ten times the fourth-order differences quoted above, which hold for instantaneous coupling only. Spin degeneracy of an S ground state leaves the argument intact as long as spin-orbit coupling is neglected, since neither the dipole operator nor $H_0$ then acts on spin. For atoms whose ground state carries orbital angular momentum and is not spherical, the step $S_{pq}=\delta_{pq}d_k^2$ fails, and the energy also depends on their orientation.

## Table of computed values

```
Eight-level atoms, full diagonalization
C9 from polarizabilities = 17.0859 a.u.
acute: angular factor = 1.3436, E3 = 0.37979 microhartree
acute: C9 from diagonalization = 17.0859 a.u.
obtuse: angular factor = -1.8731, E3 = -0.41487 microhartree
obtuse: C9 from diagonalization = 17.0859 a.u.
Drude atoms
alpha = 10.0 a.u., omega0 = 0.50 hartree, R = 10.0 bohr
C6 = 37.5000 a.u., C9 = 281.2500 a.u.
C9/(alpha C6) = 0.7500
Apex angle (deg), angular factor, then in microhartree:
pair sum -C6/R^6, triple-dipole E3, exact non-additive
  60    1.3750  -112.5000    0.38672    0.37381
  90    1.0000   -79.6875    0.09944    0.09463
 120   -0.1250   -76.3889   -0.00677   -0.01164
 150   -1.4240   -75.7214   -0.05555   -0.06201
 180   -2.0000   -75.5859   -0.07031   -0.07762
equilateral: E3 = 10.523 microelectronvolt, E3/pair sum = -0.3438 %
linear: E3 = -1.913 microelectronvolt, E3/pair sum = 0.0930 %
Exact non-additive energy divided by E3
equilateral, R = 10 bohr: 0.96662
equilateral, R = 20 bohr: 0.99575
equilateral, R = 40 bohr: 0.99947
equilateral: deviation at 20 over that at 40 bohr = 7.981
linear, R = 10 bohr: 1.10392
linear, R = 20 bohr: 1.01290
linear, R = 40 bohr: 1.00161
linear: deviation at 20 over that at 40 bohr = 8.006
equilateral trace: out-of-plane 1.0000, in-plane 3.1250
linear trace: axial -8.0000, transverse 2.0000
Sign change at apex angle = 117.221 degrees
```
